# GIAO nuclear shielding in a polarisable continuum without magnetic surface-charge response

## Definitions and conventions

A closed-shell solute is treated by Hartree–Fock theory in atomic units. It occupies a cavity whose surface carries point charges $q_k$ at positions $\mathbf s_k$. The nuclei, the cavity and the points are held fixed. A static uniform field $\mathbf B$ and the moment $\mathbf m$ of a nucleus at $\mathbf K$ enter through

$$
\boldsymbol\pi=\mathbf p+\mathbf A,\qquad
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\mathbf m\times\mathbf u}{u^3},\qquad \mathbf u=\mathbf r-\mathbf K, \tag{1}
$$

where $\alpha$ is the fine-structure constant. The one-electron operator is $\tfrac12\pi^2+V_n$, with $V_n$ the nuclear attraction. The basis consists of London orbitals (GIAOs),

$$
\omega_\mu=e^{-\frac i2(\mathbf B\times\mathbf R_\mu)\cdot\mathbf r}\,\chi_\mu , \tag{2}
$$

with $\chi_\mu$ real and centred at $\mathbf R_\mu$. Let $h$ and $S$ be the one-electron and overlap matrices, and let

$$
(v_k)_{\mu\nu}=\langle\omega_\mu|\,|\mathbf r-\mathbf s_k|^{-1}|\omega_\nu\rangle,\qquad
P_{\sigma\lambda}=2\sum_i^{occ}C_{\sigma i}C^*_{\lambda i}. \tag{3}
$$

The two-electron matrix is

$$
G_2[P]_{\mu\nu}=\sum_{\lambda\sigma}P_{\sigma\lambda}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\sigma|\lambda\nu)\right], \tag{4}
$$

where the first and third functions in each integral are conjugated. Superscripts $B_a$ and $m_b$ denote derivatives at zero field, and a superscript 0 denotes the unperturbed value. The superscript $B$ stands for any one component.

The solute potential at a surface point and the charge it induces are

$$
V_k=V_k^{nuc}-\mathrm{Tr}(Pv_k),\qquad q=-QV . \tag{5}
$$

The matrix $Q$ is assumed real, symmetric and independent of $\mathbf B$ and $\mathbf m$. This means a static, linear dielectric whose own magnetism is neglected. In the conductor-like model, $Q=fK^{-1}$, with $f=(\varepsilon-1)/\varepsilon$ and $K$ the Coulomb matrix of the surface charges.

The shielding tensor is the mixed derivative of the free energy,

$$
\sigma_{ab}=\frac{\partial^2G}{\partial B_a\,\partial m_b}\bigg|_0 , \tag{6}
$$

because the electrons add the bilinear term $\sum_{ab}B_a\sigma_{ab}m_b$ to the energy $-\mathbf m\cdot\mathbf B$ of the bare nuclear moment.

## The reaction field in the Fock matrix

The free energy is

$$
G=\mathrm{Tr}(Ph)+\tfrac12\mathrm{Tr}(PG_2[P])+\tfrac12q\cdot V+E_{nn}. \tag{7}
$$

The factor $\tfrac12$ in front of $q\cdot V$ accounts for the work spent in polarising the medium. Since $\tfrac12q\cdot V=-\tfrac12V^TQV$ and $Q$ is symmetric,

$$
\delta\left(\tfrac12q\cdot V\right)=-V^TQ\,\delta V=q\cdot\delta V=-\sum_kq_k\,\mathrm{Tr}(\delta P\,v_k). \tag{8}
$$

The two equal variations of the quadratic form have removed the factor $\tfrac12$. The Fock matrix is therefore

$$
F=h+G_2[P]-\sum_kq_kv_k . \tag{9}
$$

The minus sign is the electron's charge: a positive surface charge lowers the energy of an electron.

## London derivatives

With $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$ and $(\mathbf B\times\mathbf R)\cdot\mathbf r=\mathbf B\cdot(\mathbf R\times\mathbf r)$, a product of two London orbitals is

$$
\omega_\mu^*\omega_\nu=e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}\chi_\mu\chi_\nu . \tag{10}
$$

Differentiation gives

$$
S^{B_a}_{\mu\nu}=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_a|\chi_\nu\rangle,\qquad
(v_k^{B_a})_{\mu\nu}=\tfrac i2\Big\langle\chi_\mu\Big|\frac{(\mathbf R_{\mu\nu}\times\mathbf r)_a}{|\mathbf r-\mathbf s_k|}\Big|\chi_\nu\Big\rangle . \tag{11}
$$

Both matrices are imaginary. Both are antisymmetric, because exchanging $\mu$ and $\nu$ reverses $\mathbf R_{\mu\nu}$.

For the kinetic part, the momentum acting on the phase of $\omega_\nu$ produces $-\tfrac12\mathbf B\times\mathbf R_\nu$. Hence, at $\mathbf m=0$,

$$
\boldsymbol\pi\,\omega_\nu=e^{-\frac i2(\mathbf B\times\mathbf R_\nu)\cdot\mathbf r}\left[\mathbf p+\tfrac12\mathbf B\times\mathbf w_\nu\right]\chi_\nu,\qquad \mathbf w_\nu=\mathbf r-\mathbf R_\nu . \tag{12}
$$

The part of $\tfrac12(\mathbf p+\tfrac12\mathbf B\times\mathbf w_\nu)^2$ linear in $\mathbf B$ is $\tfrac12\mathbf B\cdot(\mathbf w_\nu\times\mathbf p)$, since $\mathbf B\times\mathbf w_\nu$ has no divergence. Together with the phase in (10) this gives

$$
h^{B_a}_{\mu\nu}=\langle\chi_\mu|\tfrac i2(\mathbf R_{\mu\nu}\times\mathbf r)_a(\tfrac12p^2+V_n)+\tfrac12(\mathbf w_\nu\times\mathbf p)_a|\chi_\nu\rangle . \tag{13}
$$

The vector potential of the nuclear moment is also divergence-free, so the operator linear in $\mathbf m$ is $\alpha^2\,\mathbf m\cdot(\mathbf u\times\boldsymbol\pi)/u^3$, with $\boldsymbol\pi$ taken at $\mathbf m=0$. The operator quadratic in $\mathbf m$ is dropped throughout, also in the calculations with a finite moment below. Its first derivative with respect to $\mathbf m$ vanishes at $\mathbf m=0$, so it does not enter (6), and for a point moment its matrix elements diverge between functions that do not vanish at the nucleus. Using (12) and $\mathbf u\times(\mathbf B\times\mathbf w)=\mathbf B(\mathbf u\cdot\mathbf w)-\mathbf w(\mathbf u\cdot\mathbf B)$,

$$
h^{m_b}_{\mu\nu}=\alpha^2\langle\chi_\mu|u^{-3}(\mathbf u\times\mathbf p)_b|\chi_\nu\rangle, \tag{14}
$$

$$
h^{B_am_b}_{\mu\nu}=\frac{\alpha^2}{2}\Big\langle\chi_\mu\Big|\frac{i(\mathbf R_{\mu\nu}\times\mathbf r)_a(\mathbf u\times\mathbf p)_b+\delta_{ab}\,\mathbf u\cdot\mathbf w_\nu-u_aw_{\nu b}}{u^3}\Big|\chi_\nu\Big\rangle . \tag{15}
$$

## Why the first-order charges vanish

Reversing both $\mathbf B$ and $\mathbf m$ conjugates every London orbital. It also conjugates the matrices: $(\boldsymbol\pi f)^*=-(\mathbf p-\mathbf A)f^*$, and the sign disappears in $\pi^2$. Thus $h$, $S$, $v_k$ and the two-electron integrals at $(-\mathbf B,-\mathbf m)$ are the conjugates of those at $(\mathbf B,\mathbf m)$. If $P$ solves the self-consistent equations at $(\mathbf B,\mathbf m)$, then $P^*$ solves them at the reversed fields, with the same real charges.

Now suppose that $P^0$ is real and that the response equations are non-singular, so that one solution continues smoothly from $P^0$. Then

$$
P(-\mathbf B,-\mathbf m)=P(\mathbf B,\mathbf m)^* . \tag{16}
$$

The term linear in $\mathbf B$ gives $-P^B=(P^B)^*$, so $P^B$ is imaginary. Since $P$ is Hermitian, $P^B$ is also antisymmetric. Differentiating (5), and noting that the nuclear potential does not depend on $\mathbf B$,

$$
V_k^B=-\mathrm{Tr}(P^Bv_k^0)-\mathrm{Tr}(P^0v_k^B)=0 . \tag{17}
$$

Each trace vanishes separately. For a symmetric $X$ and an antisymmetric $Y$, $\mathrm{Tr}(XY)=\mathrm{Tr}[(XY)^T]=\mathrm{Tr}(Y^TX^T)=-\mathrm{Tr}(YX)=-\mathrm{Tr}(XY)$. Hence

$$
q^B=-QV^B=0 . \tag{18}
$$

For the nuclear moment the basis is unperturbed, so $V_k^m=-\mathrm{Tr}(P^mv_k^0)$. This vanishes for the same reason, and $q^m=0$.

Physically, a magnetic perturbation drives currents in first order but does not displace charge. Replacing $v_k$ in (17) by the matrix of $\delta(\mathbf r-\mathbf r_0)$ shows that the first-order density is zero at every point. The continuum responds to charge density and therefore has nothing to respond to.

The result depends on the reality of $P^0$. If the reference carries a current, $P^0$ has an imaginary antisymmetric part, whose trace with $v_k^B$ need not vanish, and $P^B$ loses its definite symmetry. A real perturbation such as an electric field gives a real symmetric first-order density matrix, and the charges then respond. The mixed second-order charge $q^{Bm}$ is even under reversal of both fields and is not forbidden either.

## Response equations and shielding

Differentiating (9) and using (18),

$$
F^B=h^B+G_2^B[P^0]+G_2[P^B]-\sum_kq_k^0v_k^B , \tag{19}
$$

where $G_2^B$ contains differentiated integrals. The term $-\sum_kq_k^Bv_k^0$, which would couple the response to the solvent, is absent. The Coulomb part of $G_2[P^B]$ vanishes as well, since $(\mu\nu|\lambda\sigma)^0$ is symmetric in $\lambda\sigma$. The exchange part remains.

Let $C^B=CU$ and let calligraphic letters denote matrices in the unperturbed orbital basis, $\mathcal F^B=C^\dagger F^BC$ and $\mathcal S^B=C^\dagger S^BC$. The virtual–occupied part of the differentiated equation $FC=SC\epsilon$ is

$$
\epsilon_aU_{ai}+\mathcal F^B_{ai}=\mathcal S^B_{ai}\epsilon_i+U_{ai}\epsilon_i , \tag{20}
$$

which gives

$$
U_{ai}=-\frac{\mathcal F^B_{ai}-\epsilon_i\mathcal S^B_{ai}}{\epsilon_a-\epsilon_i},\qquad U_{ji}=-\tfrac12\mathcal S^B_{ji}. \tag{21}
$$

The second expression satisfies the differentiated orthonormality condition $U+U^\dagger+\mathcal S^B=0$ among occupied orbitals. Any other permitted choice rotates these orbitals among themselves and leaves $P$ unchanged. The density response is

$$
P^B_{\mu\nu}=2\sum_i^{occ}\sum_p\left(C_{\mu p}U_{pi}C^*_{\nu i}+C_{\mu i}U^*_{pi}C^*_{\nu p}\right), \tag{22}
$$

where $p$ runs over all orbitals. Equations (19), (21) and (22) are iterated to consistency.

At any $\mathbf B$, $G$ is stationary with respect to the orbitals under the constraint $C^\dagger SC=1$. Neither $S$, $v_k$ nor the two-electron integrals depend on $\mathbf m$. Only the explicit dependence of $h$ survives, so $\partial G/\partial m_b=\mathrm{Tr}(Ph^{m_b})$ at $\mathbf m=0$. A further derivative with respect to $B_a$ gives

$$
\sigma_{ab}=\mathrm{Tr}(P^0h^{B_am_b})+\mathrm{Tr}(P^{B_a}h^{m_b}). \tag{23}
$$

No solvent term appears here, and $q^{Bm}$ is not needed. The solvent acts through the last term of (19), $-\sum_kq_k^0v_k^B$, called the London term below, and through the solvated zeroth-order state. The latter includes the orbital energies in (21) as well as the orbitals.

It follows that the surface charges may be frozen at $q^0$. A solute in the fixed potential of these charges has the Fock matrix (9) with $q=q^0$ and hence the same first-order equations. Its energy contains $q^0\cdot V$ without the factor $\tfrac12$, but its shielding is identical.

The argument extends to Kohn–Sham theory with a functional of the density and its gradient, with or without exact exchange. The first-order density is zero everywhere, so its gradient is zero too, and the exchange–correlation kernel contributes nothing. The London derivative of the unperturbed exchange–correlation matrix must then be added to (19). Current-dependent functionals are outside this argument.

## Two limits and the role of the London term

Suppose first that all basis functions share one centre. Then $\mathbf R_{\mu\nu}=0$ and $v_k^B=0$, so the solvent acts through the zeroth-order state alone. If the functions are also $s$ functions centred on the nucleus, $(\mathbf u\times\mathbf p)\chi_\nu=0$ and the second term of (23) vanishes. With $\mathbf w_\nu=\mathbf u$, the average of the diagonal elements of (15) is

$$
\sigma_{iso}=\frac{\alpha^2}{2}\left(1-\tfrac13\right)\mathrm{Tr}(P^0u^{-1})=\frac{\alpha^2}{3}\,\mathrm{Tr}(P^0u^{-1}), \tag{24}
$$

where $u^{-1}$ stands for its matrix.

Suppose next that the charges produce a constant potential $\phi$ throughout the solute. The reaction-field matrix is then $-\phi S$. It shifts $\epsilon_i$ by $-\phi$ and $\mathcal F^B$ by $-\phi\mathcal S^B$, so the numerator in (21) is unchanged. A constant potential has no effect on the shielding, as it should. If the London term were omitted, a spurious $\phi\,\mathcal S^B_{ai}$ would remain in the numerator.

The same defect appears when solute and cavity are translated together by $\mathbf t$. With $\mathbf r=\mathbf r'+\mathbf t$, the London orbital becomes

$$
\omega_\mu'=e^{-i\theta_\mu}e^{-\frac i2(\mathbf B\times\mathbf t)\cdot\mathbf r'}\omega_\mu(\mathbf r'),\qquad \theta_\mu=\tfrac12(\mathbf B\times\mathbf R_\mu)\cdot\mathbf t . \tag{25}
$$

The common factor removes the shift $\tfrac12\mathbf B\times\mathbf t$ of the vector potential. Every one-electron matrix therefore changes as

$$
X'_{\mu\nu}=e^{i(\theta_\mu-\theta_\nu)}X_{\mu\nu},\qquad
X'^{B_a}_{\mu\nu}=X^{B_a}_{\mu\nu}+\tfrac i2(\mathbf R_{\mu\nu}\times\mathbf t)_aX^0_{\mu\nu}. \tag{26}
$$

The two-electron integrals acquire the corresponding phase for each product. Redefining the coefficients by $C'_{\mu i}=e^{i\theta_\mu}C_{\mu i}$ absorbs all these phases, and $\sigma$ is invariant. Without the London term, the reaction-field part of $F$ fails to acquire its share of (26), and the result depends in general on where the molecule is placed. For this reason, dividing a solvent shift into a London part and an orbital part has no origin-independent meaning. The two terms of (23) also mix under (26); their sum is invariant.

## Worked example

The example is a model with four centres and four electrons. The centres carry charges 1.3, 0.7, 1.3 and 0.7. The basis has 18 $s$ Gaussians, six of them displaced around centre 1, each with the London phase of its own centre. The cavity is a sphere of radius 4.0 bohr with $\varepsilon=40$, so $f=39/40=0.975$. Coordinates and exponents are in the numerical output. The model tests the equations and does not represent a particular molecule.

The solvent raises the dipole moment from 0.577 to 0.678 $e$ bohr and the gap between the highest occupied and lowest virtual orbital from 0.623 to 0.633 hartree. The isotropic shielding of centre 1, from the two terms of (23), is

$$
\begin{aligned}
\sigma_{vac}&=35.1444-5.3877=29.7567\ \text{ppm},\\
\sigma_{sol}&=35.3618-5.3053=30.0565\ \text{ppm},
\end{aligned} \tag{27}
$$

so the solvent shift is $+0.300$ ppm. All values in this section refer to 150 surface points; with 1000 points the solvated shielding and the shift both fall by 0.001 ppm, to 30.055 and $+0.299$ ppm. At this choice of origin, the first term contributes $+0.217$ ppm and the second $+0.082$ ppm.

An independent value follows from definition (6): the free energy is computed self-consistently at small finite $\mathbf B$ and $\mathbf m$, with the charges free to relax, and differenced. The largest deviation of any tensor element from the response formula is $1.1\times10^{-4}$ ppm. Freezing the charges at $q^0$ leaves the $zz$ element at 29.216 ppm, as the argument after (23) requires.

The charges themselves show the role of time reversal. The sum of $|dq_k/dB|$ is zero to the printed precision, and so is that for the nuclear moment. For an electric field along $z$ that acts on the electrons of the solute only, with its own potential left out of $V_k$, the corresponding sum is 4.24 a.u. With a finite moment along $z$, $\alpha^2m=0.1$ a.u., the sum of $|dq_k/dB_z|$ is 0.031 a.u., so the cancellation is lost. This value is proportional to $m$ and measures the mixed charge $q^{Bm}$. The current in the reference is only one of its sources. At finite $m$ the field also enters through the real operator formed by the last two terms of (15), which alone gives 0.028 a.u. with a real $P^0$; without these two terms the sum is 0.026 a.u.

Omitting the London term changes the isotropic shielding from 30.0565 to 30.0605 ppm at the original position, an apparently harmless error of 0.004 ppm. After translation by $(3,-2,4)$ bohr, the full result is still 30.0565 ppm, but the truncated one is 30.0108 ppm. The error is now $-0.046$ ppm, about 15% of the solvent shift and of opposite sign to the first error. A small error at one position is therefore no evidence that the term can be dropped.

## Numbers as computed

```
centre 1: charge 1.3 e, position [0. 0. 0.] bohr
centre 2: charge 0.7 e, position [0.  0.  1.6] bohr
centre 3: charge 1.3 e, position [2.4 0.4 0.2] bohr
centre 4: charge 0.7 e, position [2.6 1.  1.8] bohr
s exponents on each centre: [3.0, 0.8, 0.25] bohr^-2
6 lobes around centre 1: exponent 0.6 bohr^-2, shift 0.6 bohr
basis functions 18, electrons 4
permittivity 40, cavity radius 4.0 bohr, points 150
cavity centre [1.2 0.4 0.9] bohr
off-centre unit charge, shift 1.0 bohr: energy -0.13032 hartree
  image-charge value -0.13000 hartree
one-centre test (Z=1.8, 2 electrons): response 52.4373 ppm
  <1/r>/3 value 52.4373 ppm
energy vacuum -2.421641, solvent -2.425837 hartree
dipole vacuum 0.5767, solvent 0.6784 e bohr
orbital gap vacuum 0.6229, solvent 0.6330 hartree
sum of |q0| 0.3034 e, sum of q0 -0.0030 e
largest |P^B| element 1.5559 a.u., |v^B| element 0.5556 a.u.
largest |Tr P^B v| 3.0e-16 a.u., |Tr P0 v^B| 1.2e-16 a.u.
sum |dq/dB| 0.0e+00 a.u., sum |dq/dm| 0.0e+00 a.u.
sum |dq/dE| electric field along z 4.2400 a.u.
sum |dq/dB| in current state (alpha^2 m = 0.1 a.u.) 3.13e-02 a.u.
London element, quadrature   [-1.3314030e-05  4.9243789e-05 -8.1262831e-06] a.u.
London element, differences  [-1.3314030e-05  4.9243788e-05 -8.1262830e-06] a.u.
shielding of centre 1, isotropic:
  vacuum 29.7567 ppm
    P0 term 35.1444, P^B term -5.3877 ppm
  solvent, response formula 30.0565 ppm
    P0 term 35.3618, P^B term -5.3053 ppm
  solvent, energy differences 30.0565 ppm
  solvent shift 0.2997 ppm
  largest tensor deviation formula/energy 1.1e-04 ppm
zz: relaxed charges 29.2161, frozen charges 29.2161 ppm
London term omitted: isotropic 30.0605 ppm
after translation by [ 3. -2.  4.] bohr:
  full 30.0565 ppm, London term omitted 30.0108 ppm
  largest tensor change of the full result 2.2e-05 ppm
```
